# How a series resistor changes the third current cumulant: the cascade correction

**Q.** A tunnel junction is in series with a resistor. I know the third cumulant of the junction's current at fixed voltage. The resistor divides current fluctuations by a known factor, so I cube that factor and I am done. Why should anything be missing?

**A.** Cubing the factor is right if the junction's current responds linearly to voltage and its noise has fixed statistics. Here the statistics are not fixed. A current fluctuation changes the voltage drop on the resistor, hence the voltage on the junction, and the junction's noise depends on its voltage. Whether this matters in the third cumulant has to be calculated.

Let an ideal source $V_0$ feed a linear resistor $Z$, which leads to a node. The conductor connects the node to ground, so the node voltage $V$ is the voltage across it. Let $Q_t$ be the charge passed through the conductor in time $t$. The cumulants $C_k$ per unit time are defined by

$$\ln\langle e^{\chi Q_t}\rangle \to t\,H(\chi),\qquad H(\chi)=\sum_{k\ge1} C_k\frac{\chi^k}{k!}.$$

Thus $C_1$ is the mean current, $C_2$ the zero-frequency noise and $C_3$ the long-time limit of $\langle(Q_t-\langle Q_t\rangle)^3\rangle/t$. In this convention Poisson noise is $eI$; the engineering spectral density is twice as large.

At fixed $V$ the conductor alone has the generating function

$$F(\lambda,V)=\lambda I(V)+\frac{\lambda^2}{2}c_2(V)+\frac{\lambda^3}{6}c_3(V)+\dots$$

Small letters denote these bare cumulants, and capital letters those of the whole circuit.

**Q.** If the voltage fluctuates, you cannot use cumulants defined at fixed voltage.

**A.** They can be used if the voltage moves slowly. Give the node a capacitance $C$. Its voltage relaxes in the time $\tau=C/(G+1/Z)$, with $G=dI/dV$. I assume that $\tau$ is long compared with the conductor's own correlation time. In a short interval $dt$ between these two times, $V$ is nearly constant and the charge $q$ passed by the conductor obeys $\langle e^{\lambda q}\rangle=e^{F(\lambda,V)dt}$.

The resistor is macroscopic, with Gaussian noise at temperature $T_Z$. Its current noise is $2kT_Z/Z$, equivalent to a series voltage noise $2kT_ZZ$. For a voltage drop $U$ its generating function is

$$F_R(\mu,U)=\mu\frac{U}{Z}+\mu^2\frac{kT_Z}{Z},$$

since the second cumulant enters with a factor $1/2$.

**Q.** How do you join the two elements without assuming the answer?

**A.** By an evolution equation. Let $f(V,t)=\langle e^{\chi Q_t}\rangle$ for a node that starts at voltage $V$, and write $f=e^{W(V,t)}$. During the first interval $dt$ the conductor passes $q$ and the resistor delivers $q_R$. The node voltage becomes $V+(q_R-q)/C$, while the count grows by $q$. Therefore

$$e^{W(V,t+dt)}=\left\langle e^{\chi q+W(V+(q_R-q)/C,\,t)}\right\rangle .$$

For a node holding many electrons, $W$ is of order $C$, and its slope $W'$ changes little when one charge moves. Expand it to first order in $(q_R-q)/C$. The next term is smaller by a factor of order $e/(CV)$ at strong bias, and of order $e^2/(CkT)$ when $eV<kT$. The two charges are independent during $dt$, so the average factorizes:

$$e^{W(V,t+dt)}=e^{W(V,t)}\left\langle e^{(\chi-W'/C)q}\right\rangle\left\langle e^{(W'/C)q_R}\right\rangle .$$

Define $\lambda=\chi-W'/C$, so that $W'/C=\chi-\lambda$. Taking the logarithm and dividing by $dt$ gives

$$\partial_tW=A(\lambda,V),\qquad A=F(\lambda,V)+F_R(\chi-\lambda,V_0-V).$$

At long times $W=tH(\chi)+W_0(V)$. Then $\lambda$ depends on $V$ but not on $t$, and $A(\lambda(V),V)=H$ for every $V$. Differentiating with respect to $V$,

$$\frac{\partial A}{\partial\lambda}\frac{d\lambda}{dV}+\frac{\partial A}{\partial V}=0 .$$

At a voltage where $\partial A/\partial\lambda=0$, the other derivative must vanish too. So $H$ is the value of $A$ at a point where it is stationary in both variables. The capacitance has dropped out.

**Q.** Does such a point exist?

**A.** At $\chi=0$ we have $f=1$, hence $W=0$ and $\lambda=0$. The condition $\partial A/\partial\lambda=0$ becomes

$$I(\bar V)=\frac{V_0-\bar V}{Z},$$

which is the load line. The operating point is stable if a small rise of $V$ drains the node, that is if $1+ZG>0$. The condition then has a nonzero slope in $V$, and for small $\chi$ the solution moves continuously. Small $\chi$ is enough to find cumulants. Near an instability, with $1+ZG\to0$, fluctuations grow and the expansion fails.

**Q.** Then expand, and show me every term up to the third order.

**A.** Put $V=\bar V+u$, and take all bare quantities and their voltage derivatives, marked by primes, at $\bar V$. Both $\lambda$ and $u$ start at order $\chi$. By the load line, $(V_0-V)/Z=I-u/Z$. Hence

$$A=\lambda\left(I+Gu+\frac{I''u^2}{2}\right)+\frac{\lambda^2}{2}(c_2+c_2'u)+\frac{\lambda^3c_3}{6}+(\chi-\lambda)\left(I-\frac uZ\right)+(\chi-\lambda)^2\frac{kT_Z}{Z}.$$

The terms in $I$ add to $\chi I$. Sort the rest by order, $A=\chi I+A_2+A_3$:

$$A_2=G\lambda u+\frac{c_2\lambda^2}{2}-\frac{(\chi-\lambda)u}{Z}+(\chi-\lambda)^2\frac{kT_Z}{Z},$$

$$A_3=\frac{c_3\lambda^3}{6}+\frac{c_2'\lambda^2u}{2}+\frac{I''\lambda u^2}{2}.$$

To first order, make $A_2$ stationary. The derivative with respect to $u$ gives

$$G\lambda-\frac{\chi-\lambda}{Z}=0\quad\Rightarrow\quad\lambda=\frac{\chi}{s},\qquad s=1+ZG .$$

It follows that $\chi-\lambda=ZG\chi/s$. The derivative with respect to $\lambda$ gives

$$Gu+c_2\lambda+\frac uZ-\frac{2kT_Z}{Z}(\chi-\lambda)=0 .$$

The terms in $u$ combine to $us/Z$. Inserting $\lambda$ and $\chi-\lambda$,

$$\frac{us}{Z}=\frac{(2kT_ZG-c_2)\chi}{s}\quad\Rightarrow\quad u=a\chi,\qquad a=\frac{Z(2kT_ZG-c_2)}{s^2}.$$

**Q.** Before the third cumulant, does this reproduce the ordinary noise?

**A.** Insert the solution in $A_2$. The terms proportional to $u$ are $u[G\lambda-(\chi-\lambda)/Z]=0$. What remains is

$$A_2=\frac{\chi^2}{2s^2}\left(c_2+2kT_ZZG^2\right),\qquad C_2=\frac{c_2+2kT_ZZG^2}{(1+ZG)^2}.$$

At equilibrium, with both elements at $T$, $c_2=2kTG$. The numerator becomes $2kTG(1+ZG)$ and $C_2=2kTG/(1+ZG)$. This is the Johnson–Nyquist noise of the total resistance $Z+1/G$, as it must be.

**Q.** For the third order you now need the second-order corrections to $\lambda$ and $u$.

**A.** They do not contribute. Such corrections are of order $\chi^2$. The gradient of $A_2$ vanishes at the first-order solution, so $A_2$ changes by the square of the correction, of order $\chi^4$. The change of $A_3$ is also of order $\chi^4$. It is enough to insert $\lambda=\chi/s$ and $u=a\chi$ in $A_3$ and multiply the coefficient of $\chi^3$ by 6:

$$C_3=\frac{c_3}{(1+ZG)^3}+\frac{3c_2'a}{(1+ZG)^2}+\frac{3I''a^2}{1+ZG}.$$

The first term is your cubed factor. For a linear conductor $I''=0$. If the resistor is also noiseless, $T_Z=0$, then $a=-Zc_2/s^2$ and

$$C_3=\frac{c_3}{(1+ZG)^3}-\frac{3Z}{(1+ZG)^4}\,c_2\frac{dc_2}{dV}.$$

The correction, called the cascade term, is proportional to the noise times its voltage derivative, in this form for a linear conductor and a cold resistor. A warm resistor replaces one factor $c_2$ by $c_2-2kT_ZG$.

**Q.** The algebra is tidy, but where is the feedback you spoke of? And why a factor of 3?

**A.** Write the slow fluctuations directly. Let $\xi$ be the conductor's current noise at fixed voltage and $v$ the resistor's voltage noise. To linear order

$$\delta I=Gu+\xi,\qquad u=v-Z\delta I .$$

Solving, $\delta I=(\xi+Gv)/s$ and $u=(v-Z\xi)/s$. With $\xi$ and $v$ independent, their cross-correlation is $(G\cdot2kT_ZZ-Zc_2)/s^2=a$. So $a$ measures how current and conductor voltage fluctuate together. The conductor's noise makes it negative, because extra current lowers the voltage. The resistor's noise makes it positive, because extra voltage drives extra current.

A slow shift $u$ changes the strength of the current noise by $c_2'u/s^2$. In a product of three current fluctuations, two can sample this changed noise while the third is correlated with $u$. There are three choices of the third, which gives $3c_2'a/s^2$. Curvature adds $I''u^2/(2s)$ to one current. There are three choices of that current and two ways to pair its two factors $u$ with the other currents, which gives $3I''a^2/s$.

**Q.** Both arguments treat the voltage as smooth. Electrons are discrete. Could that spoil the result?

**A.** I compared it with a Markov model in which single electrons hop between the node and ground, and each hop changes the node voltage by $e/C$. The resistor moves charge in much smaller steps. The counting cumulants follow from the master equation without the stationary-point argument.

For a linear junction with one-way tunnelling, $c_2=eI$, $c_3=e^2I$ and $c_2'=eG$. With a cold resistor the formula becomes

$$C_3=e^2I\,\frac{(1+ZG)-3ZG}{(1+ZG)^4}=e^2I\,\frac{1-2ZG}{(1+ZG)^4}.$$

With a mean node charge of $100\,e$, and after extrapolation to small resistor steps, the hopping model gives $C_3/(e^2I)=0.2048$, $0.0001$ and $-0.0624$ for $ZG=0.25$, $0.5$ and $1$. The formula gives $0.2048$, $0$ and $-0.0625$. Cubing the factor alone would give $0.5120$, $0.2963$ and $0.1250$.

**Q.** That case has no curvature and no temperature. Test the parts that could go wrong.

**A.** Take $I=G_0V[1+0.3(V/\bar V)^2]$, so $G=1.9\,G_0$ at the operating point, and $ZG_0=0.5$. Let $kT=0.2\,e\bar V$ in the junction and $kT_Z=0.05\,e\bar V$ in the resistor. The forward and backward hopping rates of the junction are given the ratio $e^{eV/kT}$, so that $c_2=eI\coth[eV/(2kT)]$ and $c_3=e^2I$. In units of $e^2I$ the three terms are $0.1349$, $-0.1653$ and $0.0468$, with sum $0.0164$. The hopping model gives $0.0166$ at node charges of 200 and 400 electrons, and also when extrapolated to large charge. The curvature term is plainly needed.

The difference of $0.0002$ has an identifiable source. The model resistor moves charge in steps of $e/24$, which gives it a third cumulant $(e/24)^2I$. A resistor fluctuation reaches the circuit current with the factor $ZG/s=0.95/1.95$. The contribution is $(0.95/1.95)^3/24^2=0.0002$ in units of $e^2I$.

**Q.** A negative third cumulant from electrons that all tunnel forward? That sounds impossible.

**A.** The sign of $C_3$ describes the skewness of the charge about its mean, not the direction of the current. Bare Poisson tunnelling has positive skewness. In the circuit, when the current is above its mean, the voltage and therefore the noise are low; when it is below, the noise is high. Excursions below the mean are thus the more strongly spread, and the skewness is pushed negative. In the cold, strongly biased case the two effects balance at $ZG=1/2$.

For $ZG\gg1$ the current is nearly fixed, and it is more natural to look at the node voltage. With a cold resistor its slow fluctuation is $-Z\delta I$, so its third cumulant is

$$-Z^3C_3\to\frac{2e^2I}{G^3}.$$

Without the cascade it would be $-e^2I/G^3$. The correction therefore remains of leading order when the current is nearly fixed. With a warm resistor the voltage also contains $v$, and its third cumulant is not obtained by multiplying $C_3$ by $-Z^3$.

**Q.** Real junctions are warm. What do you use for the bare noise?

**A.** For weak tunnelling between normal metals with constant conductance, the forward rate is an integral over filled initial and empty final states. With $f$ the Fermi function,

$$\Gamma_+=\frac{G}{e^2}\int dE\,f(E-eV)[1-f(E)].$$

The integrand equals $[f(E-eV)-f(E)]/(1-e^{-eV/kT})$, as one finds by writing out the Fermi functions. The integral of the difference is $eV$. So

$$\Gamma_+=\frac{GV}{e}\frac{1}{1-e^{-eV/kT}},\qquad\Gamma_-=\Gamma_+e^{-eV/kT}.$$

Forward and backward hops are independent Poisson processes. Even cumulants add their rates and odd ones subtract them. With $x=eV/(2kT)$,

$$c_2=e^2(\Gamma_++\Gamma_-)=eI\coth x,\qquad c_3=e^3(\Gamma_+-\Gamma_-)=e^2I .$$

Since $dx/dV=x/V$ and $I=GV$, differentiation gives

$$c_2'=eG\left(\coth x-\frac{x}{\sinh^2x}\right).$$

**Q.** Then at low voltage thermal noise dominates $c_2$. Does the correction become huge compared with $c_3$?

**A.** Not when junction and resistor share one temperature. For small $x$, $\coth x\approx1/x+x/3$ and $x/\sinh^2x\approx1/x-x/3$. So $c_2\approx2kTG(1+x^2/3)$ and $c_2'\approx2eGx/3$. The thermal parts cancel in $a$, which leaves $a\approx-2kT\,ZG\,x^2/(3s^2)$. The cascade term is then $-4ekT\,ZG^2x^3/(3s^4)$. Dividing by $e^2I=2ekTGx$,

$$\frac{C_3}{e^2I}\approx\frac{1}{(1+ZG)^3}-\frac{2ZG\,x^2}{3(1+ZG)^4}.$$

At low voltage your cubed factor is recovered. If the temperatures differ, the cancellation fails: $a\to2kZG(T_Z-T)/s^2$, and the cascade adds $2ZG(T_Z/T-1)/s^4$ to $C_3/(e^2I)$ even as $V\to0$. A hotter resistor makes this addition positive, a colder one negative.

**Q.** Give me numbers for a circuit I could build.

**A.** Take a metal-oxide tunnel junction in the normal state, with rough values: junction and resistor both $50\ \Omega$, node capacitance 1 pF, both elements at 4 K. Put 5 mV across the junction, so the source gives 10 mV. Then $I=100\ \mu$A, $G=0.02$ S, $ZG=1$, $s=2$ and $x=7.25$. At this bias $\coth x$ is very close to 1, so

- $c_2=1.602\times10^{-23}$ A² s and $c_2'=3.204\times10^{-21}$ A² s/V,
- $c_3=2.567\times10^{-42}$ A³ s²,
- $2kTG=2.209\times10^{-24}$ A² s.

The cross-correlation is

$$a=\frac{50\,(0.2209-1.6022)\times10^{-23}}{4}=-1.727\times10^{-22}\ \text{A V s}.$$

The two contributions to $C_3$ are

$$\frac{2.567\times10^{-42}}{8}=3.21\times10^{-43},\qquad\frac{3(3.204\times10^{-21})(-1.727\times10^{-22})}{4}=-4.15\times10^{-43}$$

in A³ s². Their sum is $C_3=-9.4\times10^{-44}$ A³ s², or $-0.037\,e^2I$. The cascade has reversed the sign. With the junction voltage held at 5 mV and a noiseless resistor, the result would be $-0.0625\,e^2I$.

**Q.** Where does the reversal occur if I sweep the voltage?

**A.** With $Z$ and the temperature fixed, $C_3/(e^2I)$ is $0.105$ at 0.5 mV across the junction, $0.064$ at 1 mV, $0.005$ at 2 mV, $-0.037$ at 5 mV and $-0.050$ at 10 mV. The sign changes at 2.13 mV, or $6.19\,kT/e$.

For large $x$ one can set $\coth x=1$ and drop $x/\sinh^2x$. With $ZG=1$ this gives

$$\frac{C_3}{e^2I}\approx\frac18-\frac{3}{16}\left(1-\frac1x\right).$$

It vanishes at $x=3$, or $6\,kT/e$, close to the full result. The approach to $-1/16$ is slow because the resistor's thermal noise enters as $1/x$.

**Q.** And how far would a real device depart from this model?

**A.** The circuit time is 25 ps, with a corner at 6.4 GHz. The junction's thermal correlation time, of order $\hbar/(kT)$, is about 0.08 of the circuit time. At 100 MHz the squared frequency ratio is $2.5\times10^{-4}$; the relative change of $C_3$ can be several times larger, because $C_3$ is here a small difference of two larger terms. Quantum theory raises the resistor's symmetrized noise at angular frequency $1/\tau$ by $5\times10^{-4}$ of its classical value. Charge discreteness has the scale $e/(CV)=3\times10^{-5}$ at this bias, and $e^2/(CkT)=5\times10^{-4}$ near zero bias, and the Coulomb-blockade coupling $2Z_\parallel e^2/h$, with $Z_\parallel=25\ \Omega$ for junction and resistor in parallel, is $2\times10^{-3}$. A symmetric barrier with $I=G_0V[1+(V/V_b)^2]$ and $V_b=0.5$ V changes $C_3$ by about 0.1 %; an asymmetric one, with its conductance minimum away from zero bias, can change it much more: for the same $V_b$ and zero-bias conductance, by 0.5 to 0.7 % if the minimum lies 50 mV from zero and by more than 1 % if it lies 100 mV away. An estimate for a 20 µm² junction puts the mean transparency near $10^{-6}$, which supports the tunnelling limit if no few channels dominate. These are estimates for rough parameters, not bounds.

A further assumption is that the resistor is at the junction's temperature. In practice the load may be an amplifier input, whose noise need not match 4 K. A resistor 1 K warmer, at the same junction voltage, reduces the magnitude of this negative $C_3$ by about 18 %. Self-heating also raises the resistor's temperature. For 100 µm³ and a rough electron–phonon cooling constant of $2\times10^9$ W m⁻³ K⁻⁵, the 0.5 µW dissipated warms the electrons by about 2 mK above the resistor's own lattice. The lattice in turn warms above the substrate by an amount that depends on the contact area; this part is not included and can be the larger one. Junction heating is not included. Nor is a load whose impedance varies over the frequencies that enter the measurement; the formula assumes one real $Z$ throughout. The numerical output below gives the individual values.

## Values computed for the example and the checks

```
Cold resistor, strong bias: C3/(e^2 I), dimensionless
 ZG=0.25: chain 0.2048, formula 0.2048, rescaling only 0.5120
 ZG=0.50: chain 0.0001, formula 0.0000, rescaling only 0.2963
 ZG=1.00: chain -0.0624, formula -0.0625, rescaling only 0.1250
Warm resistor, curved I(V): cumulants over e I or e^2 I
 chain C3 at CV/e=200, 400: 0.0166, 0.0166
 C3 chain limit 0.0166, formula 0.0164
 C3 terms: bare 0.1349, noise slope -0.1653, curvature 0.0468
 C2 chain limit 0.3031, formula 0.3031
Inputs: R=50 ohm, Z=50 ohm, T=4.0 K, C=1.0 pF
Junction voltage 5.0 mV, source 10.0 mV
Mean current 100.0 uA; eV/(2kT) = 7.253
Bare noise c2 = 1.6022e-23 A^2 s
Noise slope dc2/dV = 3.2043e-21 A^2 s/V
Bare third cumulant c3 = 2.5670e-42 A^3 s^2
Resistor part 2kT G = 2.2090e-24 A^2 s
Cross-correlation a = -1.7266e-22 A V s
Circuit noise C2 = 4.5577e-24 A^2 s
Rescaled bare term = 3.2087e-43 A^3 s^2
Cascade term = -4.1494e-43 A^3 s^2
Total C3 = -9.4069e-44 A^3 s^2 = -0.0366 e^2 I
Total C3 with a noiseless resistor = -0.0625 e^2 I
Scan of junction voltage: C3/(e^2 I), dimensionless
  0.5 mV: 0.1052
  1.0 mV: 0.0642
  2.0 mV: 0.0046
  5.0 mV: -0.0366
 10.0 mV: -0.0496
C3 changes sign at 2.135 mV = 6.194 kT/e
Neglected effects
 circuit time 25.0 ps, corner 6.37 GHz
 (f/corner)^2 at 100 MHz: 2.5e-04
 hbar/(eV tau) = 0.0053, hbar/(kT tau) = 0.0764
 quantum excess of resistor noise at 1/tau: 4.9e-04
 charge discreteness e/(CV) = 3.2e-05
 Coulomb-blockade coupling 2 Z_par e^2/h = 1.9e-03
 barrier curvature (0.5 V scale): C3 shift -0.097 %
 mean transparency, 20 um^2, k_F=12 /nm: 1.1e-06
 resistor 100 um^3, cooling 2e+09 W/(m^3 K^5)
 resistor power 0.50 uW, heating 1.95 mK, C3 shift -0.034 %
 C3 shift if the resistor were 1 K warmer: -17.6 %
```
